Hydrogenic 1s state in momentum space: means of p, 1/p and p²

Question: Hydrogen 1s state in momentum space: how do I do the transform, and what are ⟨p⟩, ⟨1/p⟩ and ⟨p²⟩?

My exercise says: "Fourier transform the hydrogenic 1s state, find the means of p, 1/p and p², and evaluate them for the one-electron ion F⁸⁺." We use Rydberg atomic units, and I have ψ = (Z³/π)^(1/2) e^(−Zr). The exponent in the transform contains x pₓ + y p_y + z p_z while ψ depends on r, so the integral does not separate in Cartesian coordinates and I cannot get started. I also do not understand what is being asked. The electron is not going anywhere, so shouldn't ⟨p⟩ be zero? Then ⟨1/p⟩ looks infinite, unless it just means 1/⟨p⟩, which is no better. And is a nonrelativistic answer meaningful for Z = 9?

Answer

In the exercise p is the length of the momentum vector, which I write p⃗. The mean of the vector p⃗ is zero, as you say. The length p = |p⃗| is never negative, its mean is not zero, and ⟨1/p⟩ turns out finite and different from 1/⟨p⟩.

Conventions and the state

Rydberg atomic units set ħ = 1, a₀ = 1, m = 1/2 and e² = 2, which is consistent with a₀ = ħ²/(me²). Momenta are in ħ/a₀, energies in Ry, and the kinetic energy p²/2m is simply p². The nucleus is a fixed point charge Z and relativity is ignored, so

H = −∇² − 2Z/r.

Write ψ = N e^(−Zr) with N = (Z³/π)^(1/2). All position-space integrals below use ∫₀^∞ rⁿ e^(−λr) dr = n!/λ^(n+1). The norm is 4πN²·2/(2Z)³ = 1. For a spherical function that is finite at the origin, ∇²ψ = (rψ)″/r. Here (r e^(−Zr))′ = (1 − Zr) e^(−Zr) and (r e^(−Zr))″ = (−2Z + Z²r) e^(−Zr), so

−∇²ψ = (2Z/r − Z²) ψ,   (1)

which is Hψ = −Z²ψ, and E = −Z².

Take the symmetric transform

φ(p⃗) = (2π)^(−3/2) ∫ e^(−i p⃗·r⃗) ψ(r) d³r.

With this prefactor Parseval's theorem reads ∫|φ|² d³p = ∫|ψ|² d³r, so |φ|² is the probability density in momentum space with no extra factor. Another convention changes the constant in φ but not the means, provided the matching factor is put into the density.

The transform

The direction of p⃗ is fixed during the integration and ψ singles out no direction, so the polar axis of r⃗ may be laid along p⃗. Then p⃗·r⃗ = prμ with μ the cosine of the polar angle, and the azimuth gives 2π:

∫dΩ e^(−iprμ) = 2π ∫₋₁¹ e^(−iprμ) dμ = 2π (e^(−ipr) − e^(ipr))/(−ipr) = 4π sin(pr)/(pr).

The last step uses e^(−ipr) − e^(ipr) = −2i sin(pr). With d³r = r² dr dΩ, one power of r cancels:

φ(p) = (2π)^(−3/2) (4π/p) ∫₀^∞ r ψ(r) sin(pr) dr.   (2)

So φ is real and depends on the length p alone. For the radial integral start without the factor r. For λ > 0,

∫₀^∞ e^(−λr) sin(pr) dr = Im ∫₀^∞ e^(−(λ−ip)r) dr = Im 1/(λ − ip) = Im (λ + ip)/(λ² + p²) = p/(λ² + p²).   (3)

Acting with −∂/∂λ brings down a factor r in the integrand; the exponential damping allows the derivative to pass under the integral. On the right, −∂/∂λ (λ² + p²)⁻¹ = 2λ (λ² + p²)⁻², so

∫₀^∞ r e^(−λr) sin(pr) dr = 2λp/(λ² + p²)².   (4)

Put λ = Z and insert (4) in (2); the p cancels:

φ = (2π)^(−3/2) · 8π Z N/(Z² + p²)².

The constant is 8π/(2^(3/2) π^(3/2) π^(1/2)) = 8/(2√2 π) = 2√2/π, and the powers of Z combine to Z·Z^(3/2):

φ(p) = (2√2/π) Z^(5/2)/(Z² + p²)².   (5)

For hydrogen this is (2√2/π)/(1 + p²)², with φ(0) = 0.9003 (ħ/a₀)^(−3/2).

Equation (1) gives a check. Under the transform −∇² becomes p², so (p² + Z²)φ must be the transform of 2Zψ/r. Put 2Zψ/r in place of ψ in (2): the r cancels and (3) gives (2π)^(−3/2) (4π/p) · 2ZN · p/(Z² + p²). Dividing by p² + Z² returns (5).

Pulling Z⁴ out of the denominator of (5) shows φ_Z(p) = Z^(−3/2) φ₁(p/Z). With p = Zq and d³p = Z³ d³q, the factor Z⁻³ in |φ_Z|² cancels and ⟨pᵏ⟩_Z = Zᵏ ⟨pᵏ⟩₁. It is enough to treat Z = 1.

The means

Since |φ|² is even under p⃗ → −p⃗ and each component of p⃗ is odd, ⟨p⃗⟩ = 0. For a function of the length the angles give 4π, and the density of p is

P(p) = 4πp² |φ|² = 4πp² (8/π²)/(1 + p²)⁴ = (32/π) p²/(1 + p²)⁴.

Hence

⟨pᵏ⟩ = (32/π) I_(k+2),   I_n = ∫₀^∞ pⁿ/(1 + p²)⁴ dp.

Near p = 0 the integrand goes as p^(k+2), which is integrable for k > −3. This is why ⟨1/p⟩ is finite: the volume factor p² outweighs the pole.

For odd n set u = 1 + p², p dp = du/2, with u from 1 to ∞:

I₁ = ½ ∫₁^∞ u⁻⁴ du = ½ · ⅓ = 1/6,
I₃ = ½ ∫₁^∞ (u − 1) u⁻⁴ du = ½ (½ − ⅓) = 1/12.

For even n set p = tan θ (the substitution itself holds for every n for which the integral converges), so that 1 + p² = 1/cos²θ and dp = dθ/cos²θ:

I_n = ∫₀^(π/2) tanⁿθ cos⁸θ cos⁻²θ dθ = ∫₀^(π/2) sinⁿθ cos^(6−n)θ dθ.   (6)

For n = 2 use sin θ cos θ = ½ sin 2θ, cos²θ = ½(1 + cos 2θ) and sin²2θ = ½(1 − cos 4θ):

sin²θ cos⁴θ = (1 − cos 4θ)(1 + cos 2θ)/16.

Multiplying out, with cos 4θ cos 2θ = ½(cos 6θ + cos 2θ),

32 sin²θ cos⁴θ = 2 + cos 2θ − 2 cos 4θ − cos 6θ.   (7)

Each cosine integrates to a sine of a multiple of π at the upper limit and contributes nothing, so I₂ = 2(π/2)/32 = π/32, and ⟨p⁰⟩ = 1 as Parseval requires. The substitution θ → π/2 − θ in (6) swaps sine and cosine, so I_n = I_(6−n), which means ⟨pᵏ⟩ = ⟨p^(2−k)⟩ for Z = 1. In particular I₄ = I₂ = π/32. Multiplying I₃, I₁ and I₄ by 32/π:

⟨p⟩ = 32/(12π) = 8/(3π) = 0.8488,
⟨1/p⟩ = 32/(6π) = 16/(3π) = 1.6977,
⟨p²⟩ = 1.

For general Z these become 8Z/(3π), 16/(3πZ) and Z².

What the results mean

The third mean is the kinetic energy, and position space gives it directly. From ⟨1/r⟩ = 4Z³/(2Z)² = Z and (1), ⟨T⟩ = 2Z·Z − Z² = Z², in agreement. Also ⟨V⟩ = −2Z⟨1/r⟩ = −2Z², so ⟨T⟩ = −E and ⟨V⟩ = 2E, the virial theorem for the Coulomb potential.

The mean of 1/p is not the inverse of the mean. The Cauchy–Schwarz inequality applied to p^(1/2) and p^(−1/2) gives 1 ≤ ⟨p⟩⟨1/p⟩, with equality only if p had a single sharp value. Here the product is 128/(9π²) = 1.441 for every Z; for hydrogen 1/⟨p⟩ = 1.178 against ⟨1/p⟩ = 1.698. The distribution is in fact broad:

Δp = (⟨p²⟩ − ⟨p⟩²)^(1/2) = Z (1 − 64/(9π²))^(1/2) = 0.5287 Z.

The peak of P follows from d ln P/dp = 2/p − 8p/(1 + p²) = 0, that is 1 + p² = 4p², so the most probable length is Z/√3 = 0.5774 Z. It lies below the mean. The density |φ|² per unit volume peaks at p⃗ = 0; the factor 4πp² moves the peak of P outward.

Integrating (7) from 0 to θ, where tan θ = p/Z, and multiplying by (32/π)/32 gives the probability of a momentum below p:

F = (2θ + ½ sin 2θ − ½ sin 4θ − ⅙ sin 6θ)/π.

At p = Z, θ = π/4 and the three sines are 1, 0 and −1, so F = (π/2 + ½ + ⅙)/π = ½ + 2/(3π) = 0.7122.

For a single component, isotropy gives ⟨p_z²⟩ = Z²/3. Since ⟨r²⟩ = 4Z³·24/(2Z)⁵ = 3/Z², ⟨z²⟩ = 1/Z². Both first moments vanish, so Δz Δp_z = 1/√3 = 0.577, above the lower bound ½.

The tail and the moments that fail

At large p, φ falls as p⁻⁴, a power law, and the cusp of ψ at the nucleus is the cause. Let u = rψ in (2) and integrate by parts twice; the sine boundary term vanishes at r = 0 and everything vanishes at infinity:

∫₀^∞ u sin(pr) dr = u(0)/p − (1/p²) ∫₀^∞ u″ sin(pr) dr.

Applying the same rule to u″ gives u(0)/p − u″(0)/p³ plus terms of order p⁻⁵. Here u(0) = 0 and u″(0) = 2ψ′(0) = −2ZN, so the leading term is 2ZN/p³, which is the large-p limit of N times (4). The coefficient of the tail is set by the slope of ψ at the origin.

Then P → (32/π) p⁻⁶ for Z = 1, and ⟨pᵏ⟩ converges at the upper end only for k < 5. With the lower-end condition, the moments exist for −3 < k < 5. At k = 5 the integrand is (32/π)/p, and each decade of a large cutoff adds (32/π) ln 10 = 10.186 × ln 10 = 23.45.

The fourth moment exists and is needed below. Let W_n = ∫₀^(π/2) sinⁿθ dθ. Integration by parts of sin^(n−1)θ · sin θ gives W_n = (n − 1)∫ sin^(n−2)θ cos²θ dθ = (n − 1)(W_(n−2) − W_n), so W_n = W_(n−2)(n − 1)/n. From W₀ = π/2 follows I₆ = W₆ = (π/2)(1/2)(3/4)(5/6) = 5π/32, and ⟨p⁴⟩ = 5Z⁴. Position space agrees: with ⟨1/r²⟩ = 4Z³/(2Z) = 2Z², equation (1) gives ∫(∇²ψ)² d³r = 4Z²·2Z² − 4Z³·Z + Z⁴ = 5Z⁴.

The ion F⁸⁺

Take Z = 9 in the same model, the nonrelativistic Schrödinger equation with a fixed point nucleus. At the origin φ(0) = 0.900316 × 9^(−3/2) = 0.900316/27 = 0.033345 (ħ/a₀)^(−3/2). By (5), φ(p)/φ(0) = (1 + p²/Z²)⁻², which gives 0.021341 at p = 4.5, 0.008336 at p = 9 (a quarter of φ(0)) and 0.001334 at p = 18 (one twenty-fifth), in the same unit. With ħ/a₀ = 1.99285 × 10⁻²⁴ kg m/s and 1 Ry = 13.6057 eV:

⟨p⟩ = 9 × 0.848826 = 7.639 ħ/a₀ = 1.522 × 10⁻²³ kg m/s,
⟨1/p⟩ = 1.697653/9 = 0.1886 a₀/ħ, while 1/⟨p⟩ = 0.1309 a₀/ħ,
⟨p²⟩ = 81 (ħ/a₀)², so ⟨T⟩ = 81 Ry = 81 × 13.6057 eV = 1102 eV.

The most probable length is 9/√3 = 5.196 ħ/a₀ and the spread is (81 − 7.639437²)^(1/2) = 4.758 ħ/a₀. The probability 0.7122 now refers to p < 9 ħ/a₀, and Δz Δp_z = (0.012346 × 27)^(1/2) = 0.577 is unchanged, since the state shrinks by Z in position and widens by Z in momentum.

Relativity sets the scale mc. The fine-structure constant is α = e²/(ħc), and with a₀ = ħ²/(me²) this is ħ/(mc a₀), so mc = 1/α = 137.036 ħ/a₀ and Zα = 0.0657. Then ⟨p⟩/mc = 7.639/137.036 = 0.0557, and the probability of p > mc in the state (5) is 1 − F(mc) = 2.5 × 10⁻⁶. The first correction to the kinetic energy in the expansion of (m²c⁴ + p²c²)^(1/2) is −p⁴/(8m³c²). With m = ½, 8m³c² = 8m(mc)² = 4/α², so its mean has the size

α²⟨p⁴⟩/4 = 32805/(4 × 137.036²) = 0.437 Ry.

Relative to ⟨T⟩ = 81 Ry this is 5(Zα)²/4 = 0.0054. It is one term only: the full relativistic shift also contains the Darwin term, not computed here, and the next term of the expansion would need ⟨p⁶⟩, which diverges in this state. The figure therefore serves as an estimate of size. It suggests that the three means ⟨p⟩, ⟨1/p⟩ and ⟨p²⟩, exact in the model, describe the real ion to within roughly a percent, and that the treatment fails as Zα approaches 1. For comparison, the Dirac 1s state of a point nucleus with Z = 9 has ⟨p⟩ = 7.66 ħ/a₀, ⟨1/p⟩ = 0.1883 a₀/ħ and ⟨p²⟩ = 81.7 (ħ/a₀)², shifts of +0.3%, −0.2% and +0.9%; ⟨p²⟩ moves most because it weights large p most. The estimate does not cover quantities that weight large p, such as ⟨p⁴⟩. The p⁻⁶ form of the tail at p > mc, and with it the limit k < 5, belongs to the model. Relativity does not remove the tail: in the Dirac 1s state of a point nucleus (not derived here) P falls more slowly and goes over to roughly p⁻⁴ at several times mc, so the moments of that state already diverge near k = 3. The finite size of the nucleus reduces this tail gradually, on a scale of about 100 mc: for a uniformly charged nucleus of rms radius 2.9 fm, P is lowered by about 2% at 30 mc, 17% at 100 mc and somewhat more than half at 200 mc. Nuclear motion matters much less: m is replaced by the reduced mass μ = m/(1 + m/M), the length a₀ grows by m/μ, and momenta and ⟨T⟩ = ⟨p²⟩/2μ shrink by the relative amount m/M to first order, roughly 2.9 × 10⁻⁵ for a nucleus of about 19 u.

The numerical check supplies these numbers; for Z = 1, 2.5 and 9 it tests (5) against direct three-dimensional quadrature of the defining integral to a relative 10⁻⁹, and the three means both from a numerically transformed ψ (relative 10⁻⁷) and from integrals done wholly in position space.

Computed values

```
Rydberg atomic units; momentum unit hbar/a0
hbar/a0 = 1.992852e-24 kg m/s
1 Ry = 13.605693 eV
32/pi = 10.185916 (dimensionless)
I_1 = 0.166667 (dimensionless)
I_2 = 0.098175 (dimensionless)
I_3 = 0.083333 (dimensionless)
I_4 = 0.098175 (dimensionless)
I_6 = 0.490874 (dimensionless)
growth of <p^5> per decade of cutoff, Z=1: 23.4539 (hbar/a0)^5
--- Z=1 ---
phi(0) = 0.900316 (hbar/a0)^-3/2
phi(p=0.5 hbar/a0) = 0.576202 (hbar/a0)^-3/2
phi(p=1 hbar/a0) = 0.225079 (hbar/a0)^-3/2
phi(p=2 hbar/a0) = 0.0360127 (hbar/a0)^-3/2
norm = 1.000000
<p> = 0.848826 hbar/a0 = 1.69159e-24 kg m/s
<1/p> = 1.697653 a0/hbar ; 1/<p> = 1.178097 a0/hbar
<p^2> = 1.00000 (hbar/a0)^2
<T> = 1.00000 Ry = 13.606 eV
<V> = -2.00000 Ry ; E = -1.00000 Ry
<p^4> = 5 (hbar/a0)^4
<p_z^2> = 0.33333 (hbar/a0)^2 ; <z^2> = 1.000000 a0^2
Delta z Delta p_z = 0.57735 hbar
most probable p = 0.5774 hbar/a0
spread of |p| = 0.52867 hbar/a0
<p><1/p> = 1.44101 (dimensionless)
probability p < Z hbar/a0 = 0.71221
--- F8+ Z=9 ---
phi(0) = 0.033345 (hbar/a0)^-3/2
phi(p=4.5 hbar/a0) = 0.0213408 (hbar/a0)^-3/2
phi(p=9 hbar/a0) = 0.00833626 (hbar/a0)^-3/2
phi(p=18 hbar/a0) = 0.0013338 (hbar/a0)^-3/2
norm = 1.000000
<p> = 7.639437 hbar/a0 = 1.52243e-23 kg m/s
<1/p> = 0.188628 a0/hbar ; 1/<p> = 0.130900 a0/hbar
<p^2> = 81.00000 (hbar/a0)^2
<T> = 81.00000 Ry = 1102.061 eV
<V> = -162.00000 Ry ; E = -81.00000 Ry
<p^4> = 32805 (hbar/a0)^4
<p_z^2> = 27.00000 (hbar/a0)^2 ; <z^2> = 0.012346 a0^2
Delta z Delta p_z = 0.57735 hbar
most probable p = 5.1962 hbar/a0
spread of |p| = 4.75805 hbar/a0
<p><1/p> = 1.44101 (dimensionless)
probability p < Z hbar/a0 = 0.71221
--- validity for F8+ ---
mc = 137.0360 hbar/a0 ; Z alpha = 0.06568
<p>/mc = 0.05575 (dimensionless)
probability p > mc = 2.459e-06
alpha^2 <p^4>/4 = 0.4367 Ry ; ratio to <T> = 0.00539
rough m/M for M = 19 u: 2.9e-05
```
